# Steady Capture of Oppositely Charged Defects by Drift and Diffusion

**Q.** An oxide contains vacancies of charge $+ze$ and interstitials of charge $-ze$. They wander, attract each other and annihilate. You want one number for how fast this happens. Both partners move, so around what does the "absorbing sphere" sit?

**A.** Around one partner, in the coordinate of relative position. Let $\rho(\mathbf r_1,\mathbf r_2,t)$ be the density of pairs with the vacancy at $\mathbf r_1$ and the interstitial at $\mathbf r_2$, and let $W=U/k_BT$ be the pair energy in thermal units. Each defect diffuses with its own $D_i$ and drifts with velocity $-(D_i/k_BT)\nabla_iU=-D_i\nabla_iW$, which is the Einstein relation. Conservation of pairs gives

$$\frac{\partial\rho}{\partial t}=\sum_{i=1,2}D_i\nabla_i\cdot\left(\nabla_i\rho+\rho\nabla_iW\right).$$

In a uniform medium $\rho$ and $W$ depend on $\mathbf r=\mathbf r_1-\mathbf r_2$ alone, so $\nabla_1=\nabla$ and $\nabla_2=-\nabla$. Every term contains two gradients, so the minus signs cancel in pairs and

$$\frac{\partial\rho}{\partial t}=(D_1+D_2)\nabla\cdot(\nabla\rho+\rho\nabla W).$$

This is one particle with diffusivity $D=D_1+D_2$ moving around a fixed centre. I write $c(r)$ for the concentration of partners at distance $r$ from a chosen defect. Annihilation is taken to be immediate at $r=R$, so $c(R)=0$. Far away $c\to c_\infty$. The capture coefficient $k$ is the number of partners captured per unit time, divided by $c_\infty$.

**Q.** What energy do you use, and which way does the force point in your signs?

**A.** In SI form, with a uniform static permittivity $\varepsilon_r\varepsilon_0$ and no screening,

$$W(r)=-\frac{b}{r},\qquad b=\frac{z^2e^2}{4\pi\varepsilon_r\varepsilon_0k_BT}>0 .$$

The Onsager length $b$ is the distance at which the attraction equals $k_BT$. Since $dW/dr=+b/r^2$, the outward current density is

$$j_r=-D\left(\frac{dc}{dr}+\frac{b}{r^2}c\right).$$

The second term is negative: the drift is inward, as attraction requires. The inward current through a sphere of radius $r$ is $I=-4\pi r^2j_r$, or

$$I=4\pi r^2D\left(\frac{dc}{dr}+\frac{b}{r^2}c\right).$$

In a steady state nothing accumulates between two spheres, so $I$ has the same value at every $r>R$.

**Q.** That is a first-order equation with a variable coefficient. How do you solve it without guessing?

**A.** Multiply $c$ by $e^{-b/r}$. Because $d(-b/r)/dr=b/r^2$,

$$\frac{d}{dr}\left(c\,e^{-b/r}\right)=e^{-b/r}\left(\frac{dc}{dr}+\frac{b}{r^2}c\right)=\frac{I}{4\pi D}\frac{e^{-b/r}}{r^2}.$$

The right side can be integrated with $u=-b/r$, $du=(b/r^2)\,dr$:

$$\int_R^{r}\frac{e^{-b/s}}{s^2}ds=\frac1b\int_{-b/R}^{-b/r}e^u\,du=\frac{e^{-b/r}-e^{-b/R}}{b}.$$

The left side integrates to $c(r)e^{-b/r}$, since $c(R)=0$. Hence

$$c(r)\,e^{-b/r}=\frac{I}{4\pi Db}\left(e^{-b/r}-e^{-b/R}\right).$$

Now let $r\to\infty$. Then $e^{-b/r}\to1$ and $c\to c_\infty$, so $c_\infty=I(1-e^{-b/R})/(4\pi Db)$, and

$$k=\frac{I}{c_\infty}=\frac{4\pi Db}{1-e^{-b/R}} .$$

**Q.** It seems to blow up, or vanish, when the charges are removed. Neutral defects also meet.

**A.** Numerator and denominator vanish together. With $x=b/R$, $1-e^{-x}=x-x^2/2+\dots$, so

$$k=4\pi DR\,\frac{x}{1-e^{-x}}=4\pi DR\left(1+\frac{b}{2R}+\dots\right).$$

At $b=0$ this is the diffusion-limited rate $4\pi DR$ of a neutral sphere. In the opposite limit, $b\gg R$, the exponential disappears and $k\to4\pi Db$: the Onsager length replaces the geometrical radius.

No step needed $b>0$. For like charges put $b=-|b|$:

$$k_{\rm rep}=\frac{-4\pi D|b|}{1-e^{|b|/R}}=\frac{4\pi D|b|}{e^{|b|/R}-1}.$$

For equal $|b|$, $D$ and $R$, the ratio of repulsive to attractive capture is $(1-e^{-x})/(e^x-1)=e^{-x}$ with $x=|b|/R$.

The formula was tested against a finite-volume solution of the flux equation for $b/R=-3,\,-0.5,\,0,\,0.5,\,2$ and $8$. The largest relative difference was $2.7\times10^{-5}$.

**Q.** I distrust the strong-attraction limit. Attraction should pile partners up near the centre, as $e^{b/r}$, and a pile-up should matter.

**A.** The factor $e^{b/r}$ belongs to equilibrium, where no net current flows. Here the sink removes what arrives. Insert $I=4\pi Dbc_\infty/(1-e^{-b/R})$ into the integrated equation and multiply by $e^{b/r}$:

$$\frac{c(r)}{c_\infty}=\frac{1-e^{\,b/r-b/R}}{1-e^{-b/R}} .$$

This never exceeds one. Close to the sphere, $b/R-b/r=b(r-R)/(rR)\approx b(r-R)/R^2$, so for $b\gg R$ the concentration recovers from zero within a layer of thickness about $R^2/b$. Outside that layer it is nearly flat. A flat concentration carries the inward drift current $4\pi r^2D(b/r^2)c_\infty=4\pi Dbc_\infty$ through every sphere: the drift speed falls as $1/r^2$ while the area grows as $r^2$.

Diffusion supplies the remainder. Far away the drift part is $4\pi Dbc_\infty$ out of a total $4\pi Dbc_\infty/(1-e^{-b/R})$, so diffusion carries the fraction $e^{-b/R}$.

**Q.** Give me a case with numbers.

**A.** Take doubly charged oxygen vacancies and interstitials in a hot, pure alumina scale about a micrometre thick. The rough parameters are $T=1400$ K, so $k_BT=0.1206$ eV, $\varepsilon_r=12$, $R=0.50$ nm, a hop length of $0.28$ nm and $10^{16}$ cm$^{-3}$ of each defect. The relative diffusivity $D=10^{-8}$ cm$^2$/s is a round choice. With $e^2/(4\pi\varepsilon_0)=1.44$ eV nm,

$$b=\frac{4\times1.44}{12\times0.1206}\ \text{nm}=3.98\ \text{nm},\qquad \frac bR=7.96,\qquad e^{-b/R}=3.5\times10^{-4}.$$

In centimetres $b=3.98\times10^{-7}$, so

$$k=\frac{4\pi\,(10^{-8})(3.98\times10^{-7})}{1-3.5\times10^{-4}}\ \text{cm}^3/\text{s}=5.0\times10^{-14}\ \text{cm}^3/\text{s}.$$

Neutral defects with the same $D$ and $R$ would give $6.3\times10^{-15}$ cm$^3$/s, so attraction raises the rate by a factor of 8.0. Like charges would give $1.8\times10^{-17}$ cm$^3$/s.

**Q.** How does $k$ become a decay of the defect population?

**A.** Each vacancy captures interstitials at the rate $kn$ when both concentrations equal $n$. A unit volume holds $n$ vacancies, so without generation or other sinks

$$\frac{dn}{dt}=-kn^2,\qquad \frac{d}{dt}\frac1n=-\frac1{n^2}\frac{dn}{dt}=k,\qquad \frac1{n(t)}=\frac1{n_0}+kt .$$

The population halves when $kt=1/n_0$, here after $1/(5.0\times10^{-14}\times10^{16})$ s $=2.0$ ms. This assumes that the partners are uncorrelated. Vacancies and interstitials created side by side need a separate treatment of each pair's escape.

**Q.** You used a steady current while the population decays. Is that consistent?

**A.** It is if the surroundings of a defect settle much faster than $n$ changes. The natural time is $b^2/D=1.6\times10^{-5}$ s, about 1/130 of the half-life. A time-dependent solution started from uniform $c$ had, at that time, a capture rate $0.02\%$ above its steady value. The nearly flat steady profile explains the quick approach: from a uniform start, little beyond the thin layer has to be rearranged. This holds for a uniform start and an unscreened attraction. If the partners start from the equilibrium pile-up $c_\infty e^{b/r}$, the excess decays only as about $b/\sqrt{\pi Dt}$ and is still about $5\%$ at the half-life.

**Q.** That thin layer worries me. Your defects hop by 0.28 nm. How thick is the layer?

**A.** $R^2/b=0.063$ nm, less than a quarter of a hop. The continuum profile gives $c/c_\infty=0.57$ at $0.56$ nm and $0.98$ at $1.00$ nm, but its detail next to the sphere has no literal meaning for hopping defects.

The rate is less sensitive, because the integral that fixes $1/k$ comes mostly from larger distances. The part beyond $r$ is $(1-e^{-b/r})/b$. Setting it to half the total gives

$$1-e^{-b/r}=\tfrac12\left(1-e^{-b/R}\right)\;\Rightarrow\; r=-\frac{b}{\ln\left[\tfrac12(1+e^{-b/R})\right]}=5.7\ \text{nm},$$

about twenty hops from the centre.

A hopping model tests this directly. On a cubic lattice with spacing $0.28$ nm, the hop rates were proportional to $e^{-\Delta W/2}$, which satisfies detailed balance. The concentration was zero on sites within $R$ and fixed at $c_\infty$ on sites beyond $L=2b=7.96$ nm. The continuum result for the same outer radius follows by putting $c(L)=c_\infty$ in the integrated equation and dividing by $e^{-b/L}$:

$$k_L=\frac{4\pi Db}{1-e^{\,b/L-b/R}} .$$

The lattice rate was $0.4\%$ above this value. Such close agreement does not hold for every choice of hop rates: the energy changes noticeably over a single hop near the centre, and the Metropolis rule $\min(1,e^{-\Delta W})$, which also satisfies detailed balance, gives a rate about $9\%$ below $k_L$.

**Q.** Suppose contact does not guarantee annihilation. There may be a last barrier.

**A.** Then replace $c(R)=0$ by $I=4\pi R^2v\,c(R)$, where $v$ is a contact reaction velocity. Integrating from $R$ to infinity now leaves a term at the lower limit:

$$c_\infty-c(R)e^{-b/R}=\frac{I}{4\pi Db}\left(1-e^{-b/R}\right).$$

Substitute $c(R)=I/(4\pi R^2v)$, collect the terms in $I$ and divide:

$$k=\frac{4\pi Db}{1-e^{-b/R}+\dfrac{Db}{vR^2}e^{-b/R}} .$$

For $v\to\infty$ the earlier result returns. For $v\to0$ the last term dominates and $k\to4\pi R^2v\,e^{b/R}$. Here your pile-up does appear: capture is so slow that the concentration at contact reaches its equilibrium value $c_\infty e^{b/R}$.

As an estimate take $v=(D/a)e^{-E/k_BT}$ with hop length $a=0.28$ nm and $E=0.3$ eV, a barrier in addition to the migration barrier already contained in $D$. Then $v/D=e^{-0.3/0.1206}/0.28=0.30$ nm$^{-1}$, and the extra term is $3.98\times3.5\times10^{-4}/(0.30\times0.25)=0.019$. The rate drops by $1.8\%$. Attraction gives an unreacted pair many chances before it separates; a much higher barrier would spoil this. So would a larger $R$: the extra term contains $e^{-b/R}$, and with the same $v$ the drop is $0.4\%$ at $R=0.4$ nm and $20\%$ at $R=1.0$ nm. Because the term is fixed within a hop of the sphere, the $1.8\%$ is only an order of magnitude for hopping defects.

**Q.** A growing scale has an electric field across it. Surely that tears pairs apart.

**A.** Consider a uniform field $\mathbf F$. It pushes the two charges in opposite directions, so their relative drift velocity is $(D_1+D_2)ze\mathbf F/k_BT=D\mathbf f$, with $\mathbf f=ze\mathbf F/k_BT$. For constant $c$ the relative current density is

$$\mathbf j=Dc\left(\mathbf f-\frac{b\,\hat{\mathbf r}}{r^2}\right).$$

Both terms have zero divergence for $r>0$, so constant $c$ remains a steady solution outside the thin layer. The uniform term sends as much current into a sphere as out of it, and the net inward current is still $4\pi Dbc$. This argument needs $b\gg R$, so it does not cover neutral defects. It also needs $f\ll b/R^2$, so that the drift points inward everywhere on the capture sphere.

One volt across a micrometre is $0.01$ MV/cm on average, and I treat the field as uniform. The field force then equals the Coulomb force at $15.5$ nm, and $fb=0.066$. In the hopping model, with its outer concentration held fixed at $7.96$ nm, this field changed $k$ by less than $0.001\%$. A field of $0.10$ MV/cm changed it by $0.02\%$. These figures depend on the lattice and on the close outer boundary. In the continuum with a distant boundary the relative change is close to $e^{-b/R}fb/2$, that is $0.0012\%$ and $0.012\%$, which is equally negligible. The field can still alter the overall rate by moving vacancies and interstitials to opposite sides of the scale, which changes the concentrations that multiply $k$. Charge collected at the two sides also weakens the field inside the scale and strengthens it near the faces, so the uniform field is only a first estimate.

**Q.** The other charges in the oxide will screen the attraction. Does the derivation survive?

**A.** Its structure does. For any central energy that vanishes at infinity, multiply $c$ by $e^{W}$:

$$\frac{d}{dr}\left(c\,e^{W}\right)=e^W\left(\frac{dc}{dr}+c\frac{dW}{dr}\right)=\frac{I\,e^{W}}{4\pi Dr^2}
\;\Rightarrow\;
k=\frac{4\pi D}{\displaystyle\int_R^\infty e^{W(r)}\frac{dr}{r^2}} .$$

For static screening I use $W=-(b/r)e^{-r/\lambda}$, with the Debye length

$$\lambda=\sqrt{\frac{\varepsilon_r\varepsilon_0k_BT}{2z^2e^2n}} .$$

The factor 2 counts both defect species, as in an equilibrium cloud. Annihilation keeps partners from piling up around a defect, so this $W$ overstates the screening by the defects themselves, and the reductions given here are rough upper estimates. At $n=10^{16}$ cm$^{-3}$, $\lambda=31.6$ nm and $k$ falls by $10\%$, to $4.5\times10^{-14}$ cm$^3$/s. The effect is visible although $\lambda$ is eight times $b$. For $r\ll\lambda$, $e^{-r/\lambda}\approx1-r/\lambda$ gives $W\approx-b/r+b/\lambda$, so screening raises the pair energy by nearly $b/\lambda=0.13$ (in units of $k_BT$) even at short distances. The integrand $e^W/r^2$ grows there by a factor of almost $e^{0.13}=1.13$, and by less at larger $r$.

At $10^{18}$ cm$^{-3}$ of each defect, $\lambda=3.2$ nm and $k$ falls by $45\%$. That second figure is an indication of size. Spheres of radius $b$ around one species would then fill about $0.26$ of the volume, against $0.0026$ at the lower concentration, so isolated pairs are no longer a good starting point. Static screening also assumes that the other charges follow the moving pair, which equally slow defects need not do. Nor is there a separation of times: $\lambda^2=1/(8\pi bn)$, and for $b\gg R$ the half-life is $1/(4\pi Dbn)$, so the time $\lambda^2/D$ to settle over the Debye length is half the half-life at any $n$. The steady screened rate is therefore not fully reached while the population decays.

**Q.** How much of this should I believe for a real alumina scale?

**A.** The least certain input is $D$: defect diffusivities in alumina are poorly known, and $k$ is proportional to the chosen value. The Coulomb part is better constrained. With everything else fixed, lowering $\varepsilon_r$ from 12 to 10 raises $k$ by $20\%$, to $6.0\times10^{-14}$ cm$^3$/s, while raising $R$ from $0.5$ to $1.0$ nm adds $1.9\%$ if annihilation at contact is immediate; with the $0.3$ eV contact barrier the same change of $R$ lowers $k$ by $17\%$. At fixed permittivity $b$ is $4.6$ nm at $1200$ K and $3.5$ nm at $1600$ K; the change of $D$ with temperature comes on top of this.

The concentration of $10^{16}$ cm$^{-3}$ describes a very pure oxide. Charged impurities in a real scale can be far more numerous, and they break the assumption of an unscreened pair. The $45\%$ reduction above is not a ceiling: in the static-screening formula, a Debye length shorter than $3.2$ nm lowers $k$ further. Real scales also have grain boundaries, direction-dependent diffusion and defects that may change charge state. None of these is included, and I have no estimate of their effect on $k$. The numerical output gives the remaining digits of the example.

## Calculated quantities

```
Temperature: 1400 K; thermal energy: 0.1206 eV
Relative permittivity: 12; charges: +/-2 e
Capture radius R: 0.50 nm; hop length: 0.28 nm
Relative diffusivity D: 1.0e-08 cm^2/s
Concentration of each defect: 1.0e+16 cm^-3
Onsager length b: 3.979 nm; b/R: 7.957
exp(-b/R): 3.501e-04
Capture coefficient k: 5.0014e-14 cm^3/s
Limit 4 pi D b: 4.9996e-14 cm^3/s
Neutral defects, 4 pi D R: 6.2832e-15 cm^3/s
Gain over neutral defects: 7.960
Like charges, k: 1.751e-17 cm^3/s
Depleted layer R^2/b: 0.0628 nm
c/c_inf at r = 0.56 nm: 0.5739
c/c_inf at r = 0.70 nm: 0.8974
c/c_inf at r = 1.00 nm: 0.9816
Half of the integral lies beyond r: 5.743 nm
First half-life 1/(k n): 1.999e-03 s
Largest error of k formula vs flux solver: 2.7e-05
Screening, n = 1e+16 cm^-3: Debye length 31.62 nm, k ratio 0.8997
Screening, n = 1e+18 cm^-3: Debye length 3.16 nm, k ratio 0.5455
Hopping lattice / continuum k: 1.0041 (outer radius 7.96 nm)
Field 0.01 MV/cm: zeFb/kT 0.066, equal forces at 15.5 nm, k change 0.000 %
Field 0.10 MV/cm: zeFb/kT 0.660, equal forces at 4.9 nm, k change 0.022 %
Settling time b^2/D: 1.58e-05 s
Excess capture at that time: 0.022 %
Contact barrier 0.3 eV: k ratio 0.9816
k for R = 0.3 nm: 4.9997e-14 cm^3/s
k for R = 1.0 nm: 5.0950e-14 cm^3/s
k for permittivity 10: 6.0000e-14 cm^3/s
b at 1200 K, same permittivity: 4.642 nm
b at 1600 K, same permittivity: 3.481 nm
Volume fraction of spheres of radius b: 2.64e-03
```
